# The Action of σ·p on Spinor Gaussians

A free electron is described by a p-type Gaussian with exponent $a=0.8\ \mathrm{bohr}^{-2}$. Its nonrelativistic kinetic energy is 2.000000 hartree, whether spin and orbital motion are coupled to p$_{3/2}$ or to p$_{1/2}$. Now put it into a Dirac matrix with one function for the large component and one Gaussian of the same exponent for the small component. For p$_{3/2}$, with a d Gaussian, the energy is 1.999894 hartree. For p$_{1/2}$, with an s Gaussian, it is 1.199962 hartree, and two fifths of the kinetic energy is missing. The difference comes from what $\boldsymbol\sigma\cdot\mathbf p$ does to the two large functions.

## The functions and their phases

Hartree atomic units are used, so $\mathbf p=-i\nabla$. The large function is

$$
\phi=f(r)\,\chi_{\kappa m},\qquad f(r)=r^l e^{-ar^2},\qquad a>0. \tag{1}
$$

The two-component function $\chi_{\kappa m}$ depends on angles and spin. It has orbital angular momentum $l$, total angular momentum $j$ and projection $m$, with

$$
\kappa=-(l+1)\ \text{ for } j=l+\tfrac12,\qquad
\kappa=l\ \text{ for } j=l-\tfrac12\ (l\ge1). \tag{2}
$$

Since $\mathbf J=\mathbf L+\boldsymbol\sigma/2$, we have $\mathbf J^2=\mathbf L^2+\tfrac34+\boldsymbol\sigma\cdot\mathbf L$, and the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is $j(j+1)-l(l+1)-\tfrac34$. For $j=l+\frac12$ this is $l$; for $j=l-\frac12$ it is $-(l+1)$. By (2), both cases read

$$
\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-(\kappa+1)\chi_{\kappa m}. \tag{3}
$$

This equation also gives the components of $\chi_{\kappa m}$. Write the spinor as $(u\,Y_{l,m-1/2},\ d\,Y_{l,m+1/2})$, with Condon–Shortley spherical harmonics. In matrix form,

$$
\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix},
$$

and the ladder operators connect the two harmonics with the factor $\Lambda=\sqrt{(l+\frac12)^2-m^2}$. The upper row of the eigenvalue equation is therefore $(m-\frac12)u+\Lambda d=-(\kappa+1)u$. Solving for $d/u$ and normalizing gives

$$
\begin{aligned}
\kappa<0:&\quad u=\sqrt{\tfrac{l+m+1/2}{2l+1}},\quad d=\sqrt{\tfrac{l-m+1/2}{2l+1}},\\
\kappa>0:&\quad u=-\sqrt{\tfrac{l-m+1/2}{2l+1}},\quad d=\sqrt{\tfrac{l+m+1/2}{2l+1}}.
\end{aligned}\tag{4}
$$

The overall signs are those of the standard coupling coefficients in the order $l$, then spin. With this choice, $J_\pm$ connects spinors of neighbouring $m$ with nonnegative factors.

## Separating the radial derivative

The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$. For vector operators $\mathbf A$ and $\mathbf B$ that commute with the spin matrices, this gives

$$
(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)
=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B), \tag{5}
$$

where the order of $\mathbf A$ and $\mathbf B$ is kept. Let $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$. Taking both vectors equal to $\mathbf r/r$ in (5) gives $\sigma_r^2=1$. Taking $\mathbf A=\mathbf r$ and $\mathbf B=\mathbf p$, with $\mathbf r\cdot\mathbf p=-ir\partial_r$ and $\mathbf r\times\mathbf p=\mathbf L$, gives

$$
\sigma_r\,\boldsymbol\sigma\cdot\mathbf p
=\frac1r\left(-ir\partial_r+i\boldsymbol\sigma\cdot\mathbf L\right).
$$

Multiplication from the left by $\sigma_r$ yields

$$
\boldsymbol\sigma\cdot\mathbf p
=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right). \tag{6}
$$

The bracket leaves the spin-angular function unchanged, by (3). The change of orbital angular momentum comes from $\sigma_r$.

The operator $\sigma_r$ is a scalar product of two vectors, so it commutes with $\mathbf J$ and preserves $j$ and $m$. It is odd under $\mathbf r\to-\mathbf r$, so it reverses the parity $(-1)^l$. For a given $j$ the two possible values $l=j\pm\frac12$ have opposite parity, and they belong to $\kappa$ and $-\kappa$. Hence $\sigma_r\chi_{\kappa m}=\eta\,\chi_{-\kappa,m}$. The factor $\eta$ does not depend on $m$, because $\sigma_r$ commutes with $J_\pm$. Its modulus is one, because $\sigma_r$ is Hermitian and $\sigma_r^2=1$.

To find $\eta$, take $m=\frac12$ on the positive $z$ axis. There $Y_{l0}=\sqrt{(2l+1)/4\pi}$, while harmonics with nonzero projection vanish. Only the upper component survives, and (4) gives it the value

$$
\sqrt{\frac{l+1}{4\pi}}=\sqrt{\frac{|\kappa|}{4\pi}}\ \ (\kappa<0),
\qquad
-\sqrt{\frac{l}{4\pi}}=-\sqrt{\frac{|\kappa|}{4\pi}}\ \ (\kappa>0).
$$

On this axis $\sigma_r=\sigma_z$, which leaves an upper component unchanged. The values for $\kappa$ and $-\kappa$ have equal size and opposite sign, so $\eta=-1$:

$$
\sigma_r\chi_{\kappa m}=-\chi_{-\kappa,m}. \tag{7}
$$

Inserting (3) and (7) into (6) gives, for any differentiable radial function,

$$
\boldsymbol\sigma\cdot\mathbf p\,[f\chi_{\kappa m}]
=i\left(f'+\frac{\kappa+1}{r}f\right)\chi_{-\kappa,m}. \tag{8}
$$

Another phase convention for the spinors may change the prefactor $i$, but not the radial function in the bracket.

## The two Gaussian cases

For the Gaussian in (1), the product rule gives

$$
f'=l\,r^{l-1}e^{-ar^2}-2a\,r^{l+1}e^{-ar^2}.
$$

The bracket in (8) becomes

$$
f'+\frac{\kappa+1}{r}f
=\left[(l+\kappa+1)r^{l-1}-2a\,r^{l+1}\right]e^{-ar^2}. \tag{9}
$$

For negative $\kappa$, $l+\kappa+1=0$ and the first term cancels:

$$
\boldsymbol\sigma\cdot\mathbf p\,\phi
=-2ia\,r^{l+1}e^{-ar^2}\chi_{-\kappa,m}\qquad(\kappa<0). \tag{10}
$$

Here $-\kappa=l+1$ is positive, so by (2) the new spinor has orbital angular momentum $l+1$. This matches the radial power: the result is one Gaussian with the original exponent.

For positive $\kappa=l$, the coefficient is $2l+1$:

$$
\boldsymbol\sigma\cdot\mathbf p\,\phi
=i\left[(2l+1)-2ar^2\right]r^{l-1}e^{-ar^2}\chi_{-\kappa,m}
\qquad(\kappa>0). \tag{11}
$$

Now $-\kappa=-l$ is negative, and (2) assigns orbital angular momentum $l-1$ to the new spinor. The first term is an ordinary Gaussian of that angular momentum. The second has the same angular part and an additional $r^2$. The bracket changes sign at

$$
r_0=\sqrt{\frac{2l+1}{2a}}, \tag{12}
$$

so no single function $r^{l-1}e^{-br^2}$, which has no node at positive $r$, can replace it.

The cancellation in (10) can be understood from polynomials. The components of $r^l\chi_{\kappa m}$ are homogeneous polynomials of degree $l$. Differentiating them gives degree $l-1$, and such polynomials contain no angular momentum above $l-1$. For negative $\kappa$ the result must have angular momentum $l+1$, so this contribution has to vanish. What remains comes from differentiating the exponential. For positive $\kappa$ the required angular momentum is $l-1$, and both contributions survive.

The result depends on the radial power being equal to $l$. If $f=r^n e^{-ar^2}$, the same differentiation replaces $l+\kappa+1$ by $n+\kappa+1$. For negative $\kappa$ this is $n-l$. A large function with $n=l+2$ then gives $r^{l+1}(2-2ar^2)e^{-ar^2}$, and the single-Gaussian form is lost.

## Equal kinetic energies from different small functions

Equation (5) with $\mathbf A=\mathbf B=\mathbf p$ gives $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, because $\mathbf p\times\mathbf p=0$. The Gaussian functions are smooth and decay at infinity, so integration by parts leaves no surface term. The nonrelativistic kinetic energy is therefore

$$
T=\frac{\langle\phi|p^2|\phi\rangle}{2\langle\phi|\phi\rangle}
=\frac{\|\boldsymbol\sigma\cdot\mathbf p\,\phi\|^2}{2\|\phi\|^2}. \tag{13}
$$

Define $M_n=\int_0^\infty r^n e^{-2ar^2}dr$. Integration by parts gives $M_{n+2}=(n+1)M_n/(4a)$, and hence

$$
M_{2l+2}=\frac{2l+1}{4a}M_{2l},\qquad
M_{2l+4}=\frac{(2l+1)(2l+3)}{16a^2}M_{2l}. \tag{14}
$$

The angular functions are normalized, and the radial volume element supplies $r^2$, so $\|\phi\|^2=M_{2l+2}$. For negative $\kappa$, (10) gives $\|\boldsymbol\sigma\cdot\mathbf p\,\phi\|^2=4a^2M_{2l+4}=(2l+3)a\,M_{2l+2}$.

For positive $\kappa$, call the radial function in (11) $g$. Its squared norm is

$$
\begin{aligned}
\langle g|g\rangle
&=(2l+1)^2M_{2l}-4a(2l+1)M_{2l+2}+4a^2M_{2l+4}\\
&=\left[(2l+1)^2-(2l+1)^2+\frac{(2l+1)(2l+3)}4\right]M_{2l}\\
&=\frac{(2l+1)(2l+3)}4M_{2l}=(2l+3)a\,M_{2l+2}.
\end{aligned}\tag{15}
$$

Both signs of $\kappa$ therefore give

$$
T=\frac{(2l+3)a}{2}. \tag{16}
$$

The equality is required by (13), since $p^2$ acts on the orbital part alone. For positive $\kappa$ it is reached through the interference of the two terms in $g$.

## What a truncated small function loses

With the rest energy subtracted, the free Dirac equations for the large and small components are

$$
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L-2c^2\psi_S=E\psi_S. \tag{17}
$$

The second equation gives $\psi_S=c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L/(2c^2+E)$, which is why $\boldsymbol\sigma\cdot\mathbf p\,\phi$ is the natural small function. In a potential $V(r)$ the denominator becomes $2c^2+E-V(r)$. The simple proportionality then holds at leading order where $|E-V|\ll2c^2$, and it fails close to a point nucleus.

Now use one normalized large function $\hat\phi$ and one normalized small function $\hat\zeta$. Let $P=|\langle\hat\zeta|\boldsymbol\sigma\cdot\mathbf p|\hat\phi\rangle|$; the phase of the matrix element can be absorbed into $\hat\zeta$. The matrix and its upper eigenvalue are

$$
\begin{pmatrix}0&cP\\cP&-2c^2\end{pmatrix},\qquad
E=-c^2+\sqrt{c^4+c^2P^2}
=\frac{P^2}{2}-\frac{P^4}{8c^2}+\cdots, \tag{18}
$$

where $E$ follows from $E^2+2c^2E-c^2P^2=0$, and the expansion holds for $P\ll c$. The Cauchy–Schwarz inequality and (13) give $P^2\le2T$, with equality when $\hat\zeta$ is proportional to $\boldsymbol\sigma\cdot\mathbf p\,\phi$. Any other single small function lowers the energy, and the loss is already present in the term that does not contain $c$.

For positive $\kappa$, consider the two parts of $g$ separately: $s=r^{l-1}e^{-ar^2}$ and $t=r^{l+1}e^{-ar^2}$, both with the spinor $\chi_{-\kappa,m}$. Using (14),

$$
\begin{aligned}
\langle s|g\rangle&=(2l+1)M_{2l}-2aM_{2l+2}=\frac{2l+1}{2}M_{2l},\\
\langle t|g\rangle&=(2l+1)M_{2l+2}-2aM_{2l+4}
=\frac{(2l+1)(2l-1)}{8a}M_{2l}.
\end{aligned}\tag{19}
$$

The retained fraction of $T$ is $F=P^2/(2T)$, the squared overlap of the normalized trial function with normalized $g$. Since $\langle s|s\rangle=M_{2l}$ and $\langle t|t\rangle=M_{2l+4}$,

$$
F_s=\frac{\langle s|g\rangle^2}{\langle s|s\rangle\langle g|g\rangle}
=\frac{2l+1}{2l+3},\qquad
F_t=\frac{\langle t|g\rangle^2}{\langle t|t\rangle\langle g|g\rangle}
=\left(\frac{2l-1}{2l+3}\right)^2. \tag{20}
$$

The exponent has cancelled, so changing the exponent $a$ shared by the large and small functions does not alter $F$. This is the fraction of the leading term $P^2/2$, and it describes the eigenvalue (18) only while $P\ll c$. For tight functions with $P\gg c$, (18) gives $E\approx cP$, and the ratio of the truncated to the full energy tends to $\sqrt F$ instead. For p$_{1/2}$ with the s function that ratio is 0.600 at $a=0.8\ \mathrm{bohr}^{-2}$, 0.614 at $a=1000\ \mathrm{bohr}^{-2}$, and approaches 0.775. These values assume equal exponents. A small function with its own exponent has a different overlap with $g$ and can retain more, but it has no node, so it is never proportional to $g$ and its fraction stays below one. Both fractions increase with $l$ and approach one. They need not add to one, because $s$ and $t$ are not orthogonal.

These fractions belong to a basis with one small function. Since $t=-\partial s/\partial a$, the missing term is the limit of a difference between two ordinary Gaussians with neighbouring exponents, divided by their separation. A set with several exponents can therefore recover part of it.

## The p functions in numbers

Set $l=1$ and $a=0.8\ \mathrm{bohr}^{-2}$. Equation (16) gives $T=5(0.8)/2=2.0$ hartree. For p$_{1/2}$, $g=(3-1.6r^2)e^{-0.8r^2}$ with $r$ in bohr, and its node lies at $r_0=\sqrt{3/1.6}=1.3693$ bohr.

A point just inside the node shows the two terms nearly cancelling. At $(x,y,z)=(0.3,-0.4,1.2)$ bohr, $r^2=1.69\ \mathrm{bohr}^2$ and the bracket is $3-1.6(1.69)=0.296$. For $m=\frac12$, (4) gives the upper component of $r\chi_{1,m}$ as $-z/\sqrt{4\pi}$, while that of $\chi_{-1,m}$ is $1/\sqrt{4\pi}$. The unnormalized large function has the upper component $-0.087581$ there, so (11) predicts

$$
(\boldsymbol\sigma\cdot\mathbf p\,\phi)_\uparrow
=-\frac{0.296\,i}{1.2}(-0.087581)=0.02160\,i.
$$

Direct Cartesian differentiation gives $0.021603\,i$. The lower component vanishes, as it must for an s function with spin up. For p$_{3/2}$ at the same point, differentiation and (10) agree on an upper component $0.217165\,i$ and a lower component $0.118904+0.089178\,i$. The numerical check makes this comparison for all 32 spinors with $l=0$ to 3 and negative $\kappa$, or $l=1$ to 3 and positive $\kappa$.

The overlaps for p$_{1/2}$ are $\langle s|g\rangle/\langle s|s\rangle=1.5$ and $\langle g|g\rangle/\langle s|s\rangle=3.75$. Hence

$$
F_s=\frac{1.5^2}{3.75}=0.60,\qquad \frac{P^2}{2}=0.60(2.0)=1.2\ \text{hartree}.
$$

For the $r^2$ term alone, $\langle t|g\rangle/\langle s|s\rangle=0.46875\ \mathrm{bohr}^2$ and $\langle t|t\rangle/\langle s|s\rangle=1.464844\ \mathrm{bohr}^4$, so

$$
F_t=\frac{0.46875^2}{1.464844(3.75)}=0.04,\qquad
\frac{P^2}{2}=0.08\ \text{hartree}.
$$

With $c=137.035999$, diagonalizing (18) gives the following energies.

| Large function | Small radial function | $E$ / hartree |
|---|---|---:|
| p$_{3/2}$ | $r^2e^{-ar^2}$ (d) | 1.999894 |
| p$_{1/2}$ | $(3-2ar^2)e^{-ar^2}$ (s) | 1.999894 |
| p$_{1/2}$ | $e^{-ar^2}$ (s) | 1.199962 |
| p$_{1/2}$ | $r^2e^{-ar^2}$ (s) | 0.080000 |

The letter in brackets names the angular momentum of the small function. The second and fourth rows show that the $r^2$ term is useful together with the constant term, not as a replacement for it. The combination need not be fixed in advance: with $s$ and $t$ as two separate small functions, $g$ lies in their span, and the three-by-three problem gives the same 1.999894 hartree with the coefficient ratio $-2a/3$ found in $g$. Omitting it costs 0.799932 hartree, or 21.77 eV, relative to the full p$_{1/2}$ function.

The much smaller shift from 2 to 1.999894 hartree is the term $-P^4/(8c^2)$ in (18), with $P^2=4$ in atomic units. It is a property of the one-function matrix and not the full relativistic correction for this wave packet. Expanding the free-particle kinetic energy $\sqrt{c^4+c^2p^2}-c^2$ gives $-\langle p^4\rangle/(8c^2)$ at this order, whereas the matrix contains $-\langle p^2\rangle^2/(8c^2)$. The two differ because the packet has a spread of $p^2$.

## Table of computed values

```
Spinors tested (l = 0 to 3, all m): 32
Largest relative error of sigma.p formula: 6.6e-15
Exponent a: 0.800 bohr^-2
Speed of light c: 137.035999 a.u.
Sample point (x, y, z): [ 0.3 -0.4  1.2] bohr
Sample radius: 1.300000 bohr
Spinor values below: unnormalized radial part, m = 1/2, a.u.
p3/2 phi: up 0.123858+0.000000j, down -0.015482+0.020643j
p3/2 sigma.p phi, differentiated: up 0.000000+0.217165j, down 0.118904+0.089178j
p3/2 sigma.p phi, formula: up -0.000000+0.217165j, down 0.118904+0.089178j
p1/2 phi: up -0.087581+0.000000j, down -0.021895+0.029194j
p1/2 sigma.p phi, differentiated: up 0.000000+0.021603j, down 0.000000-0.000000j
p1/2 sigma.p phi, formula: up 0.000000+0.021603j, down 0.000000+0.000000j
p1/2 small-function node: 1.369306 bohr
Ratios below: s = exp(-a r^2), t = r^2 s, g = (3-2 a r^2) s
<s|g>/<s|s>: 1.500000 dimensionless
<g|g>/<s|s>: 3.750000 dimensionless
<t|g>/<s|s>: 0.468750 bohr^2
<t|t>/<s|s>: 1.464844 bohr^4
Kinetic energy from p^2, l=1: 2.000000 hartree
p3/2, single d Gaussian: P^2/2 = 2.000000 hartree
  retained fraction: 1.000000
  Dirac matrix energy: 1.999894 hartree
p1/2, full two-term function: P^2/2 = 2.000000 hartree
  retained fraction: 1.000000
  Dirac matrix energy: 1.999894 hartree
p1/2, constant term alone: P^2/2 = 1.200000 hartree
  retained fraction: 0.600000
  Dirac matrix energy: 1.199962 hartree
p1/2, r^2 term alone: P^2/2 = 0.080000 hartree
  retained fraction: 0.040000
  Dirac matrix energy: 0.080000 hartree
Full p1/2 Dirac matrix energy: 54.4199 eV
Energy lost without r^2 term: 0.799932 hartree
Energy lost without r^2 term: 21.7673 eV
```
